\section*{Spacing of a growth spiral from line tension and driving force}

\section*{Question}

I am stuck on an exercise about spiral growth. A crystal face is crossed by a screw dislocation, and the step that ends there winds up into a spiral. The data are a line tension $\gamma=0.30$ eV/nm, an area per atom $\Omega=0.10$ nm$^2$ and a driving force $\Delta\mu=0.01$ eV per atom. I am to find the distance between neighbouring arms, using ``spacing $=19r^*$''.

I think $r^*$ is the critical radius, but I am not sure how to get it from these data. The factor 19 puzzles me more. The step at the centre should have radius of curvature $r^*$. The Archimedean spiral $r=2r^*\varphi$ has that property, and its arms are $4\pi r^*\approx 12.6\,r^*$ apart. Why is that not the answer, where does 19 come from, and how far can I trust the result for a real crystal?

\section*{Answer}

Your condition at the centre is right, but it does not fix the spacing. The spiral must also keep its shape while every piece of it advances at the speed that its curvature allows. That requirement gives the 19.

\subsection*{The critical radius}

Take a circular island, one layer high, of radius $r$. Its edge costs $\gamma$ per length. It contains $\pi r^2/\Omega$ atoms, each of which gains $\Delta\mu$ on joining the crystal:
\begin{equation}
G(r)=2\pi r\gamma-\frac{\pi r^2}{\Omega}\Delta\mu .
\end{equation}
The maximum separates shrinking islands from growing ones:
\begin{equation}
\frac{dG}{dr}=2\pi\gamma-\frac{2\pi r\,\Delta\mu}{\Omega}=0
\quad\Rightarrow\quad r^*=\frac{\gamma\Omega}{\Delta\mu}.
\end{equation}
The units are (eV/nm)(nm$^2$)/eV $=$ nm. With your data,
\begin{equation}
r^*=\frac{0.30\times0.10}{0.01}\ \text{nm}=3.0\ \text{nm}.
\end{equation}
Since $\Delta\mu/\Omega=\gamma/r^*$, the barrier is $G(r^*)=2\pi\gamma r^*-\pi\gamma r^*=\pi\gamma r^*=2.83$ eV.

\subsection*{How fast a curved step moves}

Let $\kappa$ be the curvature of the step, positive where it bulges in the direction of advance. If an element $ds$ moves forward by $\delta n$, its length becomes $ds(1+\kappa\,\delta n)$. Sweeping an area $\delta A=\delta n\,ds$ therefore adds a length $\kappa\,\delta A$. One atom adds the area $\Omega$ and so costs $\gamma\Omega\kappa$ in extra edge. The driving force that remains is
\begin{equation}
\Delta\mu-\gamma\Omega\kappa=\Delta\mu\,(1-r^*\kappa).
\end{equation}
For driving forces small compared with $k_BT$, the speed is proportional to this remainder. With $v_\infty$ the speed of a straight step,
\begin{equation}
v=v_\infty(1-r^*\kappa).
\label{law}
\end{equation}
I assume here that $\gamma$ does not depend on direction, that $\Delta\mu$ is uniform over the surface, and that the dislocation does nothing except hold the end of the step. The held end has $v=0$, hence $\kappa=1/r^*$, as you said.

\subsection*{The equation of a rotating spiral}

Describe the step in polar coordinates by $\varphi=\theta(r)-\omega t$, a fixed shape turning at rate $\omega$. Define $\psi=r\,d\theta/dr$ and $W=\sqrt{1+\psi^2}$. A tangent vector is $\mathbf e_r+\psi\,\mathbf e_\varphi$, so the unit normal in the direction of advance is
\begin{equation}
\mathbf n=\frac{\psi\,\mathbf e_r-\mathbf e_\varphi}{W}.
\end{equation}
At fixed $r$ the step moves with velocity $-\omega r\,\mathbf e_\varphi$. Its normal component is
\begin{equation}
v=\frac{\omega r}{W}.
\end{equation}
The curvature is the divergence of $\mathbf n$, the relative growth of length per displacement along $\mathbf n$. (For a circle $\mathbf n=\mathbf e_r$, and the divergence is $1/r$, with the right sign.) The components of $\mathbf n$ depend on $r$ alone, so
\begin{equation}
\kappa=\frac1r\frac{d}{dr}\!\left(\frac{r\psi}{W}\right)
=\frac{\psi}{rW}+\frac{d}{dr}\frac{\psi}{W}
=\frac{\psi}{rW}+\frac{\psi'}{W^3}.
\end{equation}
The last step uses $\psi'/W-\psi^2\psi'/W^3=\psi'(W^2-\psi^2)/W^3$ and $W^2-\psi^2=1$.

Now measure lengths in $r^*$ and speeds in $v_\infty$, so that $\omega$ stands for $\omega r^*/v_\infty$. Equation (\ref{law}) becomes
\begin{equation}
\frac{\omega r}{W}=1-\frac{\psi}{rW}-\frac{\psi'}{W^3}.
\end{equation}
Multiplying by $W^3$ and solving for $\psi'$ gives
\begin{equation}
\psi'=(1+\psi^2)\left[\sqrt{1+\psi^2}-\omega r-\frac{\psi}{r}\right].
\label{ode}
\end{equation}

\textit{Near the centre} put $\psi=ar+cr^2$. The terms of order one give $a=1-a$, so $a=\tfrac12$. This is your condition, since $\kappa\to2a=1$. The terms of order $r$ give $2c=-\omega-c$, so $c=-\omega/3$. Your Archimedean spiral has the right $a$, but the next term already depends on $\omega$.

\textit{Far out}, arms that move outward ($\psi>0$) at a finite spacing need $\psi$ to grow in proportion to $r$, with $\psi'$ staying finite. The bracket in (\ref{ode}) equals $\psi'/(1+\psi^2)$ and so falls as $1/r^2$. With $\sqrt{1+\psi^2}=\psi+O(1/r)$,
\begin{equation}
\psi\left(1-\frac1r\right)=\omega r+O\!\left(\frac1r\right)
\quad\Rightarrow\quad
\frac{d\theta}{dr}=\frac{\psi}{r}=\omega\left(1+\frac1r\right)+O\!\left(\frac1{r^2}\right).
\label{far}
\end{equation}
The next arm is reached when $\theta$ has grown by $2\pi$. In ordinary units the far spacing is therefore
\begin{equation}
\lambda=\frac{2\pi v_\infty}{\omega}.
\end{equation}
This is also plain from the motion: one arm leaves per period $2\pi/\omega$, and far arms travel at $v_\infty$.

\subsection*{Why the rotation rate is fixed}

Equation (\ref{ode}) can be integrated outward from the centre for any $\omega$, but the result need not be an endless spiral whose arms move outward. Suppose that two rates $\omega_1<\omega_2$ both gave one. Near the centre $\psi=r/2-\omega r^2/3$, so $\psi_1>\psi_2$. The curves cannot cross later, because at a common point the slope in (\ref{ode}) is larger for the smaller $\omega$. Yet far out $\psi\approx\omega r$ would demand $\psi_1<\psi_2$. This is a contradiction, so at most one rate sends arms outward.

That one exists, and its value, has to be found numerically. If $\omega$ is too small, $\psi$ runs up to infinity at a finite radius; if $\omega$ is too large, $\psi$ turns down, changes sign and settles on $\psi\approx-\omega r$. That is a spiral of the opposite hand whose arms move inward; its steps would have to be supplied from outside, so it is not the growth spiral of the dislocation. Halving the interval between the two behaviours gives
\begin{equation}
\frac{\omega r^*}{v_\infty}=0.33096,\qquad
\frac{\lambda}{r^*}=\frac{2\pi}{0.33096}=18.985\approx19.
\end{equation}
With this $\omega$, integrating outward from the centre and inward from far away gives the same $\psi=0.801319$ at $r=2r^*$.

One may still ask whether a step really settles into rigid rotation. To see this within the model, start with a straight step held at one end and move each point along its normal with the speed (\ref{law}), without assuming a spiral. The step winds up and rotates at $0.3304\,v_\infty/r^*$, within 0.2\,\% of the value above. Going outward from $r=10r^*$, the next arm follows after $18.17\,r^*$, against $18.14\,r^*$ for the steady shape.

\subsection*{What goes wrong with $4\pi r^*$}

For $r=2r^*\varphi$ we have $\psi=r/2$ in the same units. Solve $v=\omega r/W$ for the rate that the speed law asks for at each radius:
\begin{equation}
\omega_{\rm local}=\frac{W(1-\kappa)}{r}.
\end{equation}
At $r=1$, $W=\sqrt{1.25}=1.118$ and $\kappa=0.5/1.118+0.5/1.118^3=0.805$, so $\omega_{\rm local}=0.218$. At $r=20$ it is 0.477. The outer part would turn more than twice as fast as the part near the centre, and the shape could not last. The far arms of this curve need a rate of $1/2$, while the steady spiral turns at 0.331. Slower rotation sends out arms less often, and the spacing is larger by the factor $0.5/0.331=1.51$.

\subsection*{The number, and where it applies}

For your data,
\begin{equation}
\lambda\approx19\,r^*=19\times3.0\ \text{nm}=57\ \text{nm},
\end{equation}
whereas $4\pi r^*$ would give 37.7 nm. The unrounded factor gives 56.95 nm, so rounding it to 19 does no harm.

This is the far spacing. By (\ref{far}), inner arms are closer, because they are still curved and move more slowly. Integrating (\ref{far}) between successive arms at $r_1$ and $r_2$ gives
\begin{equation}
r_2-r_1\approx\lambda-r^*\ln\frac{r_2}{r_1}.
\end{equation}
Follow the ray along which the step leaves the centre. The first full turn is complete at 51.0 nm, and the next gaps are 55.0, 55.8, 56.1 and 56.3 nm. For the first of these gaps the formula gives $56.95-3.0\ln(106.0/51.0)=54.8$ nm. If you measured the first few gaps in an image and divided by 19, you would find $r^*$ a few per cent too small.

Two consequences help in reading the result.
\begin{itemize}
\item At fixed $\gamma$ and $\Omega$, $\lambda\propto1/\Delta\mu$: doubling the driving force halves the spacing. Each turn adds one layer of height $h$, so the face grows at the rate $h\omega/2\pi=hv_\infty/\lambda$. In the linear regime at fixed temperature $v_\infty\propto\Delta\mu$, and the growth rate goes as $\Delta\mu^2$.
\item If the step instead runs between two dislocations a distance $d$ apart, it must bow out through a semicircle of curvature $2/d$. It passes that shape if $2/d<1/r^*$, that is $d>2r^*=6.0$ nm. A closer pair holds the step fast.
\end{itemize}

\subsection*{Comparison with a real surface}

As an example, set your round values beside InSb(001) grown near 700 K. With a lattice parameter $a\approx0.65$ nm, a layer of height $a/2=0.325$ nm holds four atoms per $a^2$, counting In and Sb separately. The area per atom is then $a^2/4=0.106$ nm$^2$, and $\Delta\mu$ must be counted per atom too, not per In--Sb pair. I can vouch for the line tension only as an order of magnitude, and $\lambda$ is proportional to it. A spacing of 57 nm would mean a hillock slope of $0.33^\circ$. The assumption most at risk in beam growth is the given, uniform $\Delta\mu$; the largest shift computed below, 10--24\,\% depending on the elastic input, comes from dislocation stress.

\textit{Dislocation stress.} Around a screw dislocation with Burgers vector $b$ the shear strain is $b/2\pi r$. With shear modulus $\mu_s$ the elastic energy per atom is
\begin{equation}
E(r)=\frac{\mu_s}{2}\left(\frac{b}{2\pi r}\right)^2\Omega h
=\frac{\mu_s b^2\Omega h}{8\pi^2r^2}.
\end{equation}
An atom joining the crystal there must pay it. For $\mu_s\approx30$ GPa and $b=0.460$ nm, $E(r^*)=0.0018$ eV, or 18\,\% of $\Delta\mu$; at 57 nm it is $5\times10^{-6}$ eV. The far arms hardly notice, but the centre, which sets $\omega$, does. Replace $1-r^*\kappa$ in (\ref{law}) by $1-E/\Delta\mu-r^*\kappa$, and $r^2$ in $E$ by $r^2+c^2$ to keep the core finite. The spacing rises to 70.8 nm for $c=b$ and 67.8 nm for $c=2b$. These are estimates: the core length $c$ is a choice, and the whole Burgers vector was treated as screw. The modulus matters too: 30 GPa is about $c_{44}$, while the energy factor of a $\langle110\rangle$ screw, $\sqrt{c_{44}(c_{11}-c_{12})/2}\approx21$ GPa, gives 67.1 and 64.8 nm. Within about 1 nm of the axis $E$ even exceeds $\Delta\mu$, so a straight step would retreat there, and the rotating step advances only because its curvature is reversed. This happens on a scale of two or three atoms, where a smooth line means little. The component of the Burgers vector normal to the surface, 0.325 nm, would by itself give half the energy $E$, and spacings of 64.2 and 62.5 nm.

\textit{Finite driving force.} Here $k_BT=0.0603$ eV and $\Delta\mu/k_BT=0.166$, which is small but not negligible. If attachment goes as $e^{\Delta\mu/k_BT}$ and detachment as $e^{\gamma\Omega\kappa/k_BT}$, then
\begin{equation}
v=v_\infty\,\frac{e^{\Delta\mu/k_BT}-e^{\gamma\Omega\kappa/k_BT}}{e^{\Delta\mu/k_BT}-1}.
\end{equation}
The exponential lies below its chord, so for $0<r^*\kappa<1$ this speed exceeds the linear one. The spiral turns faster, and the spacing falls to 54.9 nm.

\textit{Competition for adatoms.} Let adatoms travel a length $x_s$ before they evaporate, and let $u$ be their excess density between parallel steps, scaled to 1 far from any step. Then $x_s^2u''=u-1$ with $u=0$ at $x=\pm\lambda/2$, so
\begin{equation}
u=1-\frac{\cosh(x/x_s)}{\cosh(\lambda/2x_s)},\qquad
\int_{-\lambda/2}^{\lambda/2}(1-u)\,dx=2x_s\tanh\frac{\lambda}{2x_s}.
\end{equation}
The integral is the supply per step, and an isolated step gets $2x_s$. With the spacing held at 56.95 nm, the ratio is 0.993, 0.739 and 0.277 for $x_s=10$, 30 and 100 nm. For the far arms, the simple speed law thus needs $x_s$ well below $\lambda/2$. The centre asks for more: there $x_s$ must also be small compared with the radius of curvature, about $r^*=3$ nm, because otherwise the supply to a piece of step depends on the shape of the step around it, not only on the local curvature. A diffusion length of 10 nm is therefore harmless far out but not at the centre, which sets the rotation rate. When re-evaporation is weak, nearly every deposited atom reaches a step. Then $\Delta\mu$ is set by flux and spacing together, and three given numbers no longer settle the problem. I have not computed how far this moves $\lambda$.

\textit{Direction dependence.} Bending a step also turns it, so $\gamma$ in the curvature cost is replaced by the stiffness $\gamma+\gamma''$. For $\gamma(\alpha)=\gamma_0(1+0.1\cos2\alpha)$, the second derivative contributes $-0.4\gamma_0\cos2\alpha$, and the stiffness is $\gamma_0(1-0.3\cos2\alpha)$. A 10\,\% variation in tension makes the local critical radius range from 2.10 to 3.90 nm. The inner part of the spiral then no longer keeps a fixed shape as it turns, and the rotation period changes by an amount I have not computed. Far arms still have one common spacing, $v_\infty$ times the period, as long as $v_\infty$ is the same in all directions. If $v_\infty$ also depends on direction, so does the spacing.

\textit{Atoms and islands.} The critical radius is 6.5 atomic distances along the step, so a smooth line is a coarse description of the centre. The island barrier, on the other hand, is $2.83/0.0603=47$ in units of $k_BT$. New islands are strongly suppressed at this driving force, which is why the dislocation matters: it supplies a step that never has to be nucleated.

For the exercise, then, answer 57 nm. For a real surface with these values, I would read it as ``some tens of nanometres'' only if $x_s$ is short enough for the simple speed law to hold at the centre. With longer diffusion lengths the spacing may lie outside that range. The numerical output below lists the values used here.

\section*{Computed results}
\begin{verbatim}
Line tension: 0.30 eV/nm
Area per atom: 0.10 nm^2
Driving force per atom: 0.010 eV
Critical radius r*: 3.00 nm
Critical radius from maximum of island energy: 3.0000 nm
Island barrier: 2.83 eV
Rotation rate omega r*/v_inf, eigenvalue: 0.33096
Rotation rate omega r*/v_inf, followed in time: 0.3304
Far spacing / r*: 18.985
Spacing with rounded factor 19: 57.0 nm
Spacing with unrounded factor: 56.95 nm
psi at 2 r*, from centre: 0.801319
psi at 2 r*, from far away: 0.801319
Next turn beyond 10 r*, steady shape: 18.14 r*
Next turn beyond 10 r*, followed in time: 18.17 r*
Radius after first full turn: 51.0 nm
Gap from turn 1 to 2: 55.0 nm
Gap from turn 2 to 3: 55.8 nm
Gap from turn 3 to 4: 56.1 nm
Gap from turn 4 to 5: 56.3 nm
Archimedean estimate 4 pi r*: 37.7 nm
Archimedean local rate at r*: 0.218 v_inf/r*
Archimedean local rate at 20 r*: 0.477 v_inf/r*
Rough lattice parameter, InSb: 0.65 nm
Area per atom from lattice parameter: 0.106 nm^2
Step height: 0.325 nm
Hillock slope: 0.33 degrees
Temperature: 700 K
Thermal energy kT: 0.0603 eV
Driving force / kT: 0.166
Island barrier / kT: 47
Spacing with exponential speed law: 54.9 nm
Rough shear modulus: 30 GPa
Burgers vector = atomic distance on step: 0.460 nm
r* / atomic distance: 6.5
Strain energy per atom at r*: 0.00181 eV
Strain energy per atom at 57 nm: 5.0e-06 eV
Spacing with stress, core one Burgers length: 70.8 nm
Spacing with stress, core two Burgers lengths: 67.8 nm
Capture factor, diffusion length 10 nm: 0.993
Capture factor, diffusion length 30 nm: 0.739
Capture factor, diffusion length 100 nm: 0.277
Chosen tension variation: 10 %
Smallest local critical radius: 2.10 nm
Largest local critical radius: 3.90 nm
\end{verbatim}
